# Overlapping windows and the true precision of long-lag displacement averages: test program

```python
"""
Result under test: overlapping windows of a freely diffusing trajectory
are not independent. For N steps, lag n and K=N-n+1 windows, the relative
variance of the mean squared displacement (MSD) per component is 2/N_eff:
  K>=n: 1/N_eff = (2n^2+1)/(3nK) - (n^2-1)/(6K^2)
  K<=n: 1/N_eff = 1 - 2(K^2-1)/(3nK) + (K^2-1)/(6n^2)
D is the diffusion coefficient, a the hop length, and rate the total hop rate.
The example uses rough round values for oxygen in alpha-titanium at 1000 K.
"""
import numpy as np
from scipy import constants
from scipy.linalg import toeplitz
from scipy.optimize import brentq
from scipy.stats import norm, poisson


def n_eff_free(steps, lag):
    K = steps - lag + 1
    if K >= lag:
        inverse = (2*lag**2 + 1)/(3*lag*K) - (lag**2 - 1)/(6*K**2)
    else:
        inverse = 1 - 2*(K**2 - 1)/(3*lag*K) + (K**2 - 1)/(6*lag**2)
    return 1/inverse


def n_eff_continuum(length_over_lag):
    w = length_over_lag - 1
    if w >= 1:
        return 1/(2/(3*w) - 1/(6*w*w))
    return 1/(1 - 2*w/3 + w*w/6)


def n_eff_general(msd, steps, lag):
    K = steps - lag + 1
    j = np.arange(1, K)
    rho = (msd(j + lag) + msd(np.abs(j - lag)) - 2*msd(j))/(2*msd(lag))
    return K/(1 + 2*np.sum((1 - j/K)*rho**2))


def window_matrix(steps, lag, stride=1):
    starts = np.arange(0, steps - lag + 1, stride)
    column = np.arange(steps)
    return ((column >= starts[:, None])
            & (column < starts[:, None] + lag)).astype(float)


def n_eff_matrix(windows, increment_covariance=None):
    if increment_covariance is None:
        covariance = windows @ windows.T
    else:
        covariance = windows @ increment_covariance @ windows.T
    return np.trace(covariance)**2/np.sum(covariance**2)


# Inputs in SI units.
D = 1e-15
hop = 0.3e-9
dt = 1e-4
steps = 1000
lag = 200
temperature = 1000.0
activation_eV = 2.0
target = 0.05
rate = 6*D/hop**2
tau = lag*dt
K = steps - lag + 1
lags = [1, 10, 50, 200, 500, 800]

# Free diffusion: explicit window covariance against the closed result.
for n in lags:
    direct = n_eff_matrix(window_matrix(steps, n))
    assert np.isclose(direct, n_eff_free(steps, n), rtol=1e-10)
for ratio in [1.25, 2.0, 5.0, 20.0]:
    fine_lag = 20000
    fine = n_eff_free(int(ratio*fine_lag), fine_lag)
    assert np.isclose(fine, n_eff_continuum(ratio), rtol=3e-4)
assert np.isclose(n_eff_continuum(2.0), 2.0)
assert abs(n_eff_continuum(1000)/(1.5*999) - 1) < 0.001
neff = n_eff_free(steps, lag)
blocks = n_eff_matrix(window_matrix(steps, lag, lag))
assert np.isclose(blocks, steps//lag)
neff_fine = n_eff_free(10*steps, 10*lag)
assert abs(neff_fine/neff - 1) < 0.01

# Persistent increments, with memory time equal to the chosen lag.
phi = np.exp(-1/lag)


def msd_persistent(n):
    return n*(1 + phi)/(1 - phi) - 2*phi*(1 - phi**n)/(1 - phi)**2


B = window_matrix(steps, lag)
persistent_covariance = toeplitz(phi**np.arange(steps))
neff_persistent = n_eff_general(msd_persistent, steps, lag)
assert np.isclose(neff_persistent,
                  n_eff_matrix(B, persistent_covariance), rtol=1e-8)
assert neff_persistent < neff

# Confined positions with a relaxation time of five stored frames.
relax_frames = 5
psi = np.exp(-1/relax_frames)
position_covariance = toeplitz(psi**np.arange(steps + 1))
confined_covariance = np.diff(np.diff(position_covariance, axis=0), axis=1)
neff_confined = n_eff_general(lambda n: 2*(1 - psi**n), steps, lag)
assert np.isclose(neff_confined,
                  n_eff_matrix(B, confined_covariance), rtol=1e-8)
assert neff_confined > 5*neff

# Correlation of errors at different lags from explicit shared increments.


def lag_correlation(n, m):
    first, second = window_matrix(steps, n), window_matrix(steps, m)
    cross = np.sum((first @ second.T)**2)
    return cross/np.sqrt(np.sum((first @ first.T)**2)
                         * np.sum((second @ second.T)**2))


corr_near = lag_correlation(200, 220)
corr_far = lag_correlation(200, 400)

# Independent simulation: Poisson hops on a cubic network.
rng = np.random.default_rng(72641)
runs = 4000
sim_lags = [1, 200, 220, 400, 500]
sim = {n: np.zeros(runs) for n in sim_lags}
for axis in range(3):
    mean_hops = rate*dt/6
    increments = (rng.poisson(mean_hops, (runs, steps))
                  - rng.poisson(mean_hops, (runs, steps)))
    position = np.zeros((runs, steps + 1))
    np.cumsum(increments, axis=1, out=position[:, 1:])
    for n in sim_lags:
        displacement = position[:, n:] - position[:, :-n]
        sim[n] += np.mean(displacement**2, axis=1)
for n in sim_lags:
    sim[n] *= hop**2/(6*D*n*dt)


def hop_variance(n):
    count = steps - n + 1
    j = np.arange(1, min(n, count))
    linear_sum = (1 + 2*np.sum((1 - j/count)*(1 - j/n)))/count
    return linear_sum/(rate*n*dt)


for n, tolerance in [(1, 0.10), (200, 0.14), (500, 0.18)]:
    predicted = 2/(3*n_eff_free(steps, n)) + hop_variance(n)
    measured = np.var(sim[n], ddof=1)
    # Sampling error of a variance is a few percent with 4000 runs.
    assert abs(measured/predicted - 1) < tolerance
    assert abs(np.mean(sim[n]) - 1) < 5*np.sqrt(predicted/runs)
gaussian_short = 2/(3*n_eff_free(steps, 1))
short_ratio = np.var(sim[1], ddof=1)/gaussian_short
assert short_ratio > 1.1
for n, predicted in [(220, corr_near), (400, corr_far)]:
    measured = np.corrcoef(sim[200], sim[n])[0, 1]
    assert abs(measured - predicted) < 0.06
assert corr_near > 0.9

naive_error = np.sqrt(2/(3*K))
true_error = np.sqrt(2/(3*neff))
sim_error = np.std(sim[lag], ddof=1)
coverage = np.mean(np.abs(sim[lag] - 1) < 2*naive_error)
assert coverage < 0.3

# Sampling needed for the target, then a test with grouped independent runs.
neff_needed = 2/(3*target**2)
length_ratio = brentq(lambda r: n_eff_continuum(r) - neff_needed, 2, 10000)
length_needed = length_ratio*tau
check_steps = int(round(length_needed/dt))
assert abs(np.sqrt(2/(3*n_eff_free(check_steps, lag)))/target - 1) < 0.01
walkers = int(np.ceil(neff_needed/neff))
groups = runs//walkers
group_means = sim[lag][:groups*walkers].reshape(groups, walkers).mean(axis=1)
group_error = np.std(group_means, ddof=1)
# About 95 groups leave roughly seven percent uncertainty in this spread.
assert abs(group_error/(true_error/np.sqrt(walkers)) - 1) < 0.32

# Back-jumps: mean cosine c between successive hop directions.
c = -0.2


def msd_backjump(time):
    hops = rate*time
    return (hops*(1 + c)/(1 - c)
            - 2*c*(1 - np.exp(-hops*(1 - c)))/(1 - c)**2)


explicit_msd = 0.0
for count in range(40):
    index = np.arange(count)
    pair_sum = np.sum(c**np.abs(index[:, None] - index))
    explicit_msd += poisson.pmf(count, 3)*pair_sum
assert np.isclose(explicit_msd, msd_backjump(3/rate), rtol=1e-10)
neff_back = n_eff_general(lambda n: msd_backjump(n*dt), steps, lag)
back_change = neff_back/neff - 1
assert abs(back_change) < 0.01

# Twofold anisotropy, checked by independent Gaussian squared components.
weights = np.array([1.0, 1.0, 2.0])
anisotropy_factor = np.sqrt(3*np.sum(weights**2)/np.sum(weights)**2)
normal = rng.standard_normal((200000, 3))
relative_spread = np.std(normal**2 @ weights)/np.sum(weights)
assert abs(relative_spread/(np.sqrt(2/3)*anisotropy_factor) - 1) < 0.02

# Reflecting film: series against folding free displacements at the walls.


def film_msd(thickness):
    k = np.arange(1, 100, 2)
    decay = np.exp(-(k*np.pi/thickness)**2*D*tau)
    return thickness**2*(1/6 - 16/np.pi**4*np.sum(decay/k**4))


def folded_msd(thickness):
    start = (np.arange(1000) + 0.5)*thickness/1000
    z = norm.ppf((np.arange(2000) + 0.5)/2000)
    end = start[:, None] + np.sqrt(2*D*tau)*z
    folded = np.mod(end, 2*thickness)
    folded = np.minimum(folded, 2*thickness - folded)
    return np.mean((folded - start[:, None])**2)


film_loss = {}
for thickness in [20e-9, 100e-9]:
    # Finite normal quantiles omit a small part of the distribution tail.
    assert abs(folded_msd(thickness)/film_msd(thickness) - 1) < 0.005
    film_loss[thickness] = 1 - film_msd(thickness)/(2*D*tau)

kB_eV = constants.k/constants.e
temperature_error = 5.0
D_change = np.exp(activation_eV/kB_eV
                  * (1/temperature - 1/(temperature + temperature_error))) - 1
occupancy = 0.001
near_sites = 2 + 6 + 12
near_probability = 1 - (1 - occupancy)**near_sites
hop_change = hop_variance(lag)/(2/(3*neff))
assert hop_change < 0.01

print(f"Input D: {D*1e4:.1e} cm^2/s; hop length: {hop*1e9:.2f} nm")
print(f"Temperature: {temperature:.0f} K; activation: {activation_eV:.1f} eV")
print(f"Trajectory: {steps*dt*1e3:.0f} ms; frame: {dt*1e3:.1f} ms")
print(f"Hop rate: {rate:.3e} 1/s; hops per frame: {rate*dt:.2f}")
print(f"Main lag: {tau*1e3:.0f} ms; hops per lag: {rate*tau:.0f}")
print(f"3D MSD at main lag: {6*D*tau*1e18:.1f} nm^2")
print(f"RMS displacement at main lag: {np.sqrt(6*D*tau)*1e9:.2f} nm")
print("lag(ms) windows blocks N_eff 3D error(%) [Gaussian]")
for n in lags:
    effective = n_eff_free(steps, n)
    print(f"{n*dt*1e3:5.1f} {steps-n+1:5d} {steps//n:5d} "
          f"{effective:8.3f} {100*np.sqrt(2/(3*effective)):7.2f}")
print(f"Long-trajectory estimate 3W/(2tau): {1.5*(steps-lag)/lag:.2f}")
print(f"Continuum N_eff at main lag: {n_eff_continuum(steps/lag):.3f}")
print(f"Ten times finer: windows {10*(steps-lag)+1}, N_eff {neff_fine:.3f}")
print(f"Naive 3D error at main lag: {100*naive_error:.2f} %")
print(f"Correct 3D error at main lag: {100*true_error:.2f} %")
print(f"Simulated 3D error, {runs} runs: {100*sim_error:.2f} %")
print(f"Runs within two naive errors: {100*coverage:.1f} %")
for n in [1, lag]:
    low, high = np.percentile(sim[n]*D*1e4, [10, 90])
    print(f"D 10-90% range, lag {n*dt*1e3:.1f} ms: "
          f"{low:.3e} to {high:.3e} cm^2/s")
print(f"Error correlation, 20 and 22 ms: {corr_near:.4f}")
print(f"Error correlation, 20 and 40 ms: {corr_far:.4f}")
print(f"N_eff, persistent memory {tau*1e3:.0f} ms: {neff_persistent:.3f}")
print(f"N_eff, confined relaxation {relax_frames*dt*1e3:.1f} ms: "
      f"{neff_confined:.2f}")
print(f"Target 3D error: {100*target:.1f} %; needed N_eff: {neff_needed:.1f}")
print(f"Needed single trajectory: {length_needed:.3f} s")
print(f"Or independent 100 ms walkers: {walkers}")
print(f"Simulated grouped error: {100*group_error:.2f} %, {groups} groups")
print(f"Short-lag simulated/Gaussian variance: {short_ratio:.3f}")
print(f"Hop correction to variance at 20 ms: {100*hop_change:.3f} %")
print(f"Back-jump mean cosine {c:.1f}: N_eff change {100*back_change:.4f} %")
print(f"Twofold anisotropy: error factor {anisotropy_factor:.4f}")
for thickness, loss in film_loss.items():
    print(f"Film {thickness*1e9:.0f} nm: normal MSD loss {100*loss:.2f} %, "
          f"3D loss {100*loss/3:.2f} %")
print(f"Other O on {near_sites} near sites at {100*occupancy:.1f} %: "
      f"{100*near_probability:.2f} %")
print(f"Temperature +{temperature_error:.0f} K: D change {100*D_change:.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Input D: 1.0e-11 cm^2/s; hop length: 0.30 nm
Temperature: 1000 K; activation: 2.0 eV
Trajectory: 100 ms; frame: 0.1 ms
Hop rate: 6.667e+04 1/s; hops per frame: 6.67
Main lag: 20 ms; hops per lag: 1333
3D MSD at main lag: 120.0 nm^2
RMS displacement at main lag: 10.95 nm
lag(ms) windows blocks N_eff 3D error(%) [Gaussian]
  0.1  1000  1000 1000.000    2.58
  1.0   991   100  148.279    6.71
  5.0   951    20   28.904   15.19
 20.0   801     5    6.407   32.26
 50.0   501     2    2.003   57.70
 80.0   201     1    1.186   74.97
Long-trajectory estimate 3W/(2tau): 6.00
Continuum N_eff at main lag: 6.400
Ten times finer: windows 8001, N_eff 6.401
Naive 3D error at main lag: 2.88 %
Correct 3D error at main lag: 32.26 %
Simulated 3D error, 4000 runs: 33.02 %
Runs within two naive errors: 14.8 %
D 10-90% range, lag 0.1 ms: 9.641e-12 to 1.037e-11 cm^2/s
D 10-90% range, lag 20.0 ms: 6.248e-12 to 1.450e-11 cm^2/s
Error correlation, 20 and 22 ms: 0.9956
Error correlation, 20 and 40 ms: 0.8372
N_eff, persistent memory 20 ms: 2.822
N_eff, confined relaxation 0.5 ms: 115.22
Target 3D error: 5.0 %; needed N_eff: 266.7
Needed single trajectory: 3.571 s
Or independent 100 ms walkers: 42
Simulated grouped error: 4.54 %, 95 groups
Short-lag simulated/Gaussian variance: 1.202
Hop correction to variance at 20 ms: 0.165 %
Back-jump mean cosine -0.2: N_eff change 0.0620 %
Twofold anisotropy: error factor 1.0607
Film 20 nm: normal MSD loss 33.64 %, 3D loss 11.21 %
Film 100 nm: normal MSD loss 6.73 %, 3D loss 2.24 %
Other O on 20 near sites at 0.1 %: 1.98 %
Temperature +5 K: D change 12.24 %
ALL CHECKS PASSED
```
